When does a thermally cycled metal film keep yielding?

**Problem**

A thin metal film is bonded to a thick, stiff substrate. The film is elastic and perfectly plastic: it yields at 200 MPa in tension or compression, and its yield stress does not change with strain. Its biaxial modulus is 150 GPa, and its thermal expansion coefficient exceeds that of the substrate by 14 ppm/K. The temperature is cycled between a fixed cold end and a fixed hot end. How large must the difference between these two temperatures be for the film to deform plastically in every cycle, however many cycles have gone before?

The symbols are M for the biaxial modulus, Y for the yield stress, A for the expansion mismatch (film minus substrate) and D for the full temperature swing from cold end to hot end. Tensile stress is positive. M, Y and A are taken as independent of temperature, and creep and cracking are left out.

**A tempting solution**

Let the film be free of stress at the cold end. On heating by D it tries to expand more than the substrate by the strain A D. The substrate prevents this, so the film is compressed, and while it is elastic its stress is

s = −M A D.

It yields when the magnitude of this stress reaches Y, which gives

D = Y/(M A) = 200 MPa / (2.10 MPa/K) = 95 K,

where M A = 150 GPa × 14 ppm/K = 2.10 MPa/K. Cooling produces the same change of stress with the opposite sign, so the film should yield again on the way down. By this argument, any swing above 95 K gives plastic flow in every heating and every cooling.

**Where it fails**

The first part is correct: a film that starts without stress does yield during its first heating if D exceeds 95 K. The fault lies in the word "again". The argument treats the cooling as if it too started from zero stress. It starts from the stress left by the heating, which is −Y if the film has yielded.

A swing of 165 K shows the difference. The elastic stress change over the swing is 2.10 MPa/K × 165 K = 346.5 MPa. The first heating takes the film to its compressive limit, −200 MPa, where it flows. Cooling then raises the stress to

−200 MPa + 346.5 MPa = 146.5 MPa.

This is below the tensile limit of 200 MPa, so the film does not yield on cooling. The next heating lowers the stress by 346.5 MPa, back to −200 MPa, which it reaches just at the hot end. There is no temperature rise left to drive further flow. The film has yielded once, and from then on it cycles elastically.

To settle the question for any swing and any starting stress, the stress must be followed from one half cycle to the next.

**Right solution: stress and strain in the film**

Let θ be the temperature measured from the cold end, so that θ runs from 0 to D and back. The film is bonded to a substrate that is taken as rigid apart from its own thermal expansion. The in-plane strain of the film therefore equals the thermal strain of the substrate. This strain is made up of three parts: the film's own thermal strain, its elastic strain e and its in-plane plastic strain p. Hence

α_substrate θ = α_film θ + e + p,

e = −(α_film − α_substrate) θ − p = −A θ − p.

A stress present at the start is included by giving p a suitable starting value. For a film without stress at θ = 0, that value is zero.

The film has the same stress s in both in-plane directions and no stress normal to its free surface. For an isotropic film with Young's modulus E and Poisson ratio ν, Hooke's law in one in-plane direction reads

e = (s − ν s − ν·0)/E = (1 − ν) s/E.

Solving for s gives s = M e with M = E/(1 − ν), and so

s = −M (A θ + p).   (1)

The von Mises stress for the three principal stresses s, s and 0 is

√{[(s − s)² + (s − 0)² + (0 − s)²]/2} = √(s²) = |s|.

The yield condition is therefore |s| = Y, and no state with |s| > Y is possible. Plastic strain grows in proportion to the stress with its mean removed. The mean stress is 2s/3, which leaves s/3, s/3 and −2s/3 in the three directions. So p increases when the film flows in tension and decreases when it flows in compression. The plastic strain through the thickness changes by −2 times the change of p, which keeps the volume constant.

**Which way the film flows**

For small changes, equation (1) gives

ds = −M A dθ − M dp.

During flow the stress stays at the limit, so ds = 0 and

dp = −A dθ.   (2)

On heating, dθ > 0 and dp is negative, which is compressive flow and requires s = −Y. A film that stands at +Y when heating begins does not flow; it unloads elastically. On cooling, dθ < 0 and dp is positive, so flow requires s = +Y.

These facts fix the stress at the end of each half cycle. If s_c is the stress at the cold end, heating by D lowers it by M A D unless the compressive limit stops it:

s_h = the larger of (s_c − M A D) and −Y.   (3)

Cooling then raises it by M A D unless the tensile limit stops it:

s_c,new = the smaller of (s_h + M A D) and Y.   (4)

**The threshold**

First let M A D ≤ 2Y. The first heating can end in two ways.

If s_c − M A D ≥ −Y, the heating is elastic. Cooling brings the stress back to s_c, which lies within the limits, so no flow occurs in this cycle or in any later one.

If s_c − M A D < −Y, the film flows and ends the heating at −Y. Cooling would bring it to −Y + M A D, which is at most −Y + 2Y = Y. The tensile limit is not passed, and the cooling is elastic. The next heating returns the stress to −Y at the hot end without flow. All later half cycles are elastic. This settling into elastic cycling after some initial flow is called shakedown.

Now let M A D > 2Y. The largest possible stress at the start of a heating is Y. Even from there, an elastic heating would end at

Y − M A D < Y − 2Y = −Y,

which is not allowed. The film must flow in every heating, and it ends at −Y. An elastic cooling from −Y would end at −Y + M A D > Y, so the film must flow in every cooling as well.

Within this model, plastic flow thus recurs if and only if

D > 2Y/(M A) = 2 × 200 MPa / (2.10 MPa/K) = 190 K.   (5)

The starting stress does not enter. It can change what happens in the first cycle, but not whether flow continues.

The factor of 2 is the width of the elastic range, from −Y to +Y. One swing must carry the stress across the whole range, not just from its middle to one edge. In terms of strain, the condition is A D > 2Y/M: the mismatch strain must exceed twice the yield strain. At a fixed yield stress, a stiffer film has a lower threshold, because it reaches yield at a smaller strain.

D is the full swing. If a temperature cycle is specified as plus or minus an amplitude about a mean, the same threshold reads ±95 K. This is the number of the tempting solution, but with a different meaning.

**How much the film flows**

Above the threshold, the steady stress is −Y at the hot end and +Y at the cold end. Let p_h and p_c be the plastic strains there. Equation (1) at θ = D gives

−Y = −M (A D + p_h),  so  p_h = Y/M − A D.

At θ = 0 it gives

Y = −M p_c,  so  p_c = −Y/M.

The plastic strain reversed in each half cycle is the difference,

P = p_c − p_h = A D − 2Y/M.   (6)

It vanishes at the threshold and grows linearly with the excess swing. Since p_h and p_c have the same values in each steady cycle, the film does not accumulate net plastic strain. It is deformed back and forth.

Flow turns mechanical work into heat and stored defect energy. The plastic work per unit volume is the sum of stress times plastic strain over the three directions. The normal stress is zero, so the two in-plane directions contribute 2 s dp. On heating, s = −Y and p changes by −P, which gives 2YP. On cooling, s = +Y and p changes by +P, which again gives 2YP. Per cycle,

W = 4YP.   (7)

**Two swings compared**

Take a film that starts without stress at the cold end, and compare swings of 165 K and 205 K. The yield strain is Y/M = 200 MPa / 150 GPa = 0.1333 %.

At 165 K the mismatch strain is 14 ppm/K × 165 K = 0.2310 %. The first heating ends at −Y, so by equation (1) the plastic strain there is

p = Y/M − A D = 0.1333 % − 0.2310 % = −0.0977 %.

This plastic strain is an in-plane shortening. While the film stays bonded, an equal elastic stretch cancels it at the cold end, so the film keeps the length of the substrate. After it, the stress moves elastically between −200 MPa and 146.5 MPa. The film began without stress at the cold end, but after one cycle it is under strong tension there. The tension is the trace of the single episode of flow.

At 205 K the mismatch strain is 0.2870 %, and the first heating leaves a plastic strain of 0.1333 % − 0.2870 % = −0.1537 %. The stress then moves between −200 MPa and +200 MPa, and equation (6) gives

P = 0.2870 % − 2 × 0.1333 % = 0.0203 %

with unrounded inputs. This is much less than the plastic strain of the first heating, but it is repeated in every half cycle. Each cooling is elastic over the first 190 K and plastic over the remaining 15 K or so, and the same holds for each heating. The work per cycle is

W = 4 × 200 MPa × 0.000203 = 0.16 MJ/m³.

The two swings differ by 40 K, yet one gives no continuing plastic strain and the other gives it without end. In both cases the film yields during the first heating, so the mere fact that it yields there does not show whether flow will continue.

**Setting the model beside a real film**

The parameters are round values of the order expected for a copper film about 1 μm thick on a silicon wafer; the modulus depends strongly on the orientation of the grains, as shown below. Equation (5) is sharp for the model, but a real film departs from several of its assumptions. Each is changed below on its own, with the other parameters held fixed.

*Relaxation at the hot end.* Creep can reduce the stress while the film is held hot. In the limiting case the stress falls to zero during each hot dwell. Cooling then starts from zero and reaches yield if M A D > Y. If it does not, the next heating returns the stress to zero and nothing is left to relax. If it does, the cold-end stress is Y, and heating leads to the compressive stress Y − M A D, or to −Y if that limit is met first. This stress relaxes in the next dwell. Inelastic strain, part plastic and part creep, then recurs above

D = Y/(M A) = 95 K.

This equals the number from the tempting solution, but a full reset to zero is not needed for it. Suppose that each dwell removes only a fixed fraction of the stress. Below 95 K, the hot-end stress then dies away over many cycles, and the cycling becomes elastic. Above 95 K it cannot die away, because cooling from a hot-end stress near zero would make the film yield again. The threshold is therefore the same, while the fraction and the swing together set how much inelastic strain recurs in each cycle. If relaxation instead stops at a compressive stress of magnitude r, with r below Y, the threshold is (Y + r)/(M A), which lies between 95 K and 190 K.

*Unequal yield limits.* A metal that has flowed in one direction may yield early when the load is reversed. Early reverse yield alone need not lower the threshold: if the elastic range only shifts with the plastic strain and keeps its width 2Y (linear kinematic hardening), the threshold stays at 190 K. What counts is the width of the range. As a simple illustration of a narrower range, let the compressive limit be fixed at half the tensile one. The elastic range is then 1.5Y wide, and the argument that led to (5) gives

D = 1.5 × 200 MPa / (2.10 MPa/K) = 143 K.

*Softening on heating.* Let the yield stress be Y at the cold end and fall at a rough rate b = 0.3 MPa/K, so that it is Y − bD at the hot end. Since b is smaller than M A, the stress changes faster than the limits do, and the limits are first met at the ends of the swing. The threshold condition is

M A D = Y + (Y − bD),

(M A + b) D = 2Y,

D = 2Y/(M A + b) = 400 MPa / (2.40 MPa/K) = 167 K.

*Crystal orientation.* Copper is elastically anisotropic, so M depends on which crystal plane lies parallel to the surface. Rough elastic constants are C₁₁ = 168 GPa, C₁₂ = 121 GPa and C₄₄ = 75 GPa. For a (100) film, zero normal stress requires 2C₁₂e + C₁₁e_z = 0, where e_z is the normal strain, so e_z = −2C₁₂e/C₁₁. The in-plane stress is then

s = (C₁₁ + C₁₂)e + C₁₂e_z = (C₁₁ + C₁₂ − 2C₁₂²/C₁₁)e,

which gives M = 115 GPa.

For a (111) film, the surface normal is n = (1, 1, 1)/√3. Along the cube axes, the equal biaxial stress has diagonal components 2s/3 and off-diagonal components −s/3. The three diagonal strains are equal, each d = 2s/[3(C₁₁ + 2C₁₂)], and the three shear strains are each g = −s/(6C₄₄). A unit vector m in the film plane has m₁ + m₂ + m₃ = 0. Squaring this sum gives 2(m₁m₂ + m₂m₃ + m₃m₁) = −1, so the strain along m is e = d − g. Hence

1/M = 2/[3(C₁₁ + 2C₁₂)] + 1/(6C₄₄),

which gives M = 260 GPa.

With Y and A unchanged, the thresholds are 249 K for (100) and 110 K for (111). The value of 150 GPa lies between the two orientations, but it is low for a film without preferred orientation: averaging over random grain orientations with the same constants gives between about 170 GPa (uniform stress in the grains) and 215 GPa (uniform strain), with a middle value near 190 GPa. The threshold is then near 150 K, within a range of about 135 K to 165 K. This comparison keeps Y fixed, but the yield stress also depends on orientation. Under equal biaxial stress the largest resolved shear stress on the slip systems of copper is 0.408 s for (100) and 0.272 s for (111). At equal critical shear stress the (111) grains therefore yield at 1.5 times the stress of the (100) grains, and the ratio of the two thresholds falls from about 2.3 to about 1.5.

*Compliance of the wafer.* A film of thickness h with stress s pulls on the wafer surface with a force F = s h per unit width. Let the wafer have thickness H and biaxial modulus M_w. For h much smaller than H, uniform compression gives its surface a strain of magnitude F/(M_w H). The moment F H/2, divided by the bending stiffness M_w H³/12, gives a curvature 6F/(M_w H²). At the distance H/2 from the middle plane, this adds a strain 3F/(M_w H). The total is 4F/(M_w H). Relative to the film's elastic strain s/M, it is

4M h/(M_w H) = 4 × 150 GPa × 1 μm / (180 GPa × 775 μm) = 0.43 %,

with rough values for a silicon wafer. The threshold rises by about 0.8 K, so the rigid substrate is a good approximation here.

Of these effects, hot relaxation and crystal orientation move the threshold most for the values used here. The yield stress itself is also uncertain, and the threshold is proportional to it: a change of 10 % in Y moves the threshold by 19 K. Hardening, which perfect plasticity excludes, can widen the elastic range as the film deforms and so raise the threshold; its size is not estimated here. The 205 K swing lies only about 15 K above the model's threshold. For a real copper film, that margin is too small to decide whether plastic flow will continue. For such a decision, the yield stress in both directions, the modulus and the relaxation at the hot end have to be known for the film in question.

Numerical values quoted here were computed with a short program.
